# Anomalous Hall conductivity of a two-node magnetic Weyl lattice model

## Result and model

Take a cubic lattice of constant \(a\) with two states per cell and

\[
H(\mathbf k)=\mathbf d(\mathbf k)\cdot\boldsymbol\sigma,\qquad d_x=t\sin k_xa,\quad d_y=t\sin k_ya,
\]
\[
d_z=M(k_z)+m\,\gamma,\qquad \gamma=2-\cos k_xa-\cos k_ya,
\]
\[
M(k_z)=t_z(\cos k_0a-\cos k_za).
\]

Here \(t,t_z,m>0\), \(0<k_0a<\pi\), and \(2m>t_z(1-\cos k_0a)\). The bands touch at two Weyl nodes, at \(k_z=\pm k_0\) on the line \(k_x=k_y=0\). Their separation \(\Delta k=2k_0\) is measured through \(k_z=0\), even when the path across the zone boundary is shorter. At zero temperature, with the Fermi level at the nodes and no other Fermi surface, the intrinsic Hall conductivity is

\[
\boxed{\sigma_{xy}=\frac{e^2}{2\pi h}\,\Delta k}
\]

The node positions alone do not imply this law. With the sign convention used below, it follows when the momentum slices between the nodes have Chern number \(-1\) and those outside have 0. The model above meets both conditions; a variant with nodes at the same positions, treated below, does not.

The model is magnetic. If \(\boldsymbol\sigma\) is spin, time reversal changes the signs of \(\mathbf k\) and \(\boldsymbol\sigma\). The two sine terms survive, but \(d_z\sigma_z\) changes sign.

**Where the nodes are.** The energies are \(\pm|\mathbf d|\), so a node needs \(\mathbf d=0\). The conditions \(d_x=d_y=0\) leave four lines along \(k_z\), on which \(k_xa\) and \(k_ya\) are each 0 or \(\pi\).

- On \((0,0)\), \(d_z=M\), which vanishes at \(k_z=\pm k_0\).
- On \((\pi,0)\) and \((0,\pi)\), \(d_z=M+2m\). The minimum of \(M\) is \(-t_z(1-\cos k_0a)\), at \(k_z=0\), so \(d_z>0\) by the stated condition.
- On \((\pi,\pi)\), \(d_z=M+4m\), which is larger still.

## First case: one slice in an electric field

Fix \(k_z\) at a value where the slice has a gap. The electron charge is \(-e\), and \(\sigma_{xy}\) is defined by \(j_x=\sigma_{xy}E_y\). A uniform field enters through a vector potential with \(\mathbf E=-\partial_t\mathbf A_{\rm em}\). The conserved lattice momentum \(\hbar\mathbf k_c\) is then replaced in \(H\) by \(\hbar\mathbf k=\hbar\mathbf k_c+e\mathbf A_{\rm em}\), so that

\[
\hbar\,\dot k_y=-eE_y .
\]

Let \(|-\rangle,|+\rangle\) be the lower and upper eigenstates at the moving \(\mathbf k\), with the phase of \(|-\rangle\) chosen along the path so that \(\langle-|\partial_t-\rangle=0\). Write

\[
\psi=e^{i\theta}\big(|-\rangle+c\,|+\rangle\big),\qquad \hbar\dot\theta=-E_- .
\]

Let the sweep be slow and the field be switched on gradually, over many periods \(h/(E_+-E_-)\). In \(i\hbar\partial_t\psi=H\psi\), the terms with \(\dot c\) and \(c\,\partial_t|+\rangle\) are then small compared with those kept. A sudden start would add an oscillating part to \(c\), of first order in the sweep rate. Dropping the small terms and projecting on \(\langle+|\) gives

\[
E_-c+i\hbar\langle+|\partial_t-\rangle=E_+c
\;\Rightarrow\;
c=\frac{i\hbar\langle+|\partial_t-\rangle}{E_+-E_-}.
\]

The velocity operator is \(\partial_xH/\hbar\), with \(\partial_x=\partial/\partial k_x\). Besides the group velocity \(\partial_xE_-/\hbar\), there is a part linear in \(c\):

\[
\delta v_x=\frac2\hbar\,{\rm Re}\big[c\,\langle-|\partial_xH|+\rangle\big].
\]

To find the matrix element, differentiate \(\langle-|H|+\rangle=0\) and use \(\langle-|\partial_x+\rangle=-\langle\partial_x-|+\rangle\):

\[
\langle-|\partial_xH|+\rangle=-(E_+-E_-)\langle\partial_x-|+\rangle .
\]

The gap cancels. Since \({\rm Re}(-iz)={\rm Im}\,z\),

\[
\delta v_x=2\dot k_y\,{\rm Im}\big[\langle\partial_x-|+\rangle\langle+|\partial_y-\rangle\big]
=2\dot k_y\,{\rm Im}\langle\partial_x-|\partial_y-\rangle .
\]

The last step uses \(|+\rangle\langle+|=1-|-\rangle\langle-|\). The subtracted term is a product of two imaginary numbers, hence real, and drops out.

Define the Berry connection \(A_j=i\langle-|\partial_j-\rangle\) and curvature \(\Omega=\partial_xA_y-\partial_yA_x=-2\,{\rm Im}\langle\partial_x-|\partial_y-\rangle\). Then

\[
\delta v_x=-\dot k_y\,\Omega=\frac{eE_y}{\hbar}\,\Omega .
\]

**Test by time evolution.** Take \(t=m=t_z=0.5\) eV, \(k_0a=1\), \(k_z=0\) and \(k_xa=0.6\). The Schrödinger equation was integrated while \(k_ya\) moved slowly from 0.40 to 0.45, at a speed raised gradually from zero. At the end, \(\delta v_x/\dot k_y\) was \(0.7281\,a^2\), against \(-\Omega=0.7273\,a^2\).

## From one slice to the crystal

For a filled lower band, the group velocity integrates to zero because \(E_-\) is periodic. The current density is \(-e\) times the remaining velocity, summed over states:

\[
\sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^3k}{(2\pi)^3}\,\Omega(\mathbf k).
\]

Let \(C(k_z)=(2\pi)^{-1}\int\Omega\,dk_xdk_y\) be the Chern number of a slice. The in-plane integral divided by \((2\pi)^2\) is \(C/2\pi\), and \(2\pi\hbar=h\), so

\[
\sigma_{xy}=-\frac{e^2}{h}\int_{-\pi/a}^{\pi/a}\frac{dk_z}{2\pi}\,C(k_z).
\]

The two slices that contain nodes have no gap, but they have zero width in \(k_z\). Their neighbourhood is harmless if \(\Omega\) is integrable in three dimensions, which the explicit curvature will show.

## The Chern number of a slice

Let \(\theta,\varphi\) be the polar angles of \(\mathbf n=\mathbf d/|\mathbf d|\). A lower eigenstate is

\[
u=\begin{pmatrix}\sin(\theta/2)\\-\cos(\theta/2)\,e^{i\varphi}\end{pmatrix}.
\]

The upper component of \((\mathbf n\cdot\boldsymbol\sigma)u\) is \(\cos\theta\sin\frac\theta2-\sin\theta\cos\frac\theta2=-\sin\frac\theta2\). The lower one is \(e^{i\varphi}(\sin\theta\sin\frac\theta2+\cos\theta\cos\frac\theta2)=e^{i\varphi}\cos\frac\theta2\). Both are \(-1\) times the components of \(u\), as required.

In \(iu^\dagger\nabla u\) the derivatives of the moduli cancel, leaving

\[
\mathbf A=-\cos^2(\theta/2)\,\nabla\varphi=-\tfrac12(1+\cos\theta)\nabla\varphi .
\]

The state \(e^{-i\varphi}u\) is equally valid and has

\[
\mathbf A'=\mathbf A+\nabla\varphi=\tfrac12(1-\cos\theta)\nabla\varphi .
\]

Both give the same curvature,

\[
\Omega=\tfrac12\sin\theta\,(\partial_x\theta\,\partial_y\varphi-\partial_y\theta\,\partial_x\varphi),
\]

which is half the signed solid angle swept by \(\mathbf n\) per unit area of the slice.

The angle \(\varphi\) is undefined where \(d_x=d_y=0\). At such a point with \(d_z>0\), \(\theta=0\) and the factor \(1-\cos\theta\) keeps \(\mathbf A'\) regular. With \(d_z<0\), \(\theta=\pi\) and \(\mathbf A'\to\nabla\varphi\) is singular.

Cut a small disc around each singular point. The rest of the slice is a torus with holes, on which \(\mathbf A'\) is smooth and periodic, so its only boundaries are the circles. Stokes' theorem traverses them clockwise, hence a minus sign:

\[
\int\Omega\,dk_xdk_y=-\sum_{d_z<0}\oint\nabla\varphi\cdot d\mathbf k .
\]

The flux inside the discs vanishes as they shrink, because \(\Omega\) is finite in a gapped slice. Near such a point \((d_x,d_y)\simeq ta\,(c_xq_x,c_yq_y)\), where \(\mathbf q\) is the displacement and \(c_{x,y}=\cos k_{x,y}a=\pm1\). The angle \(\varphi\) therefore winds by \(2\pi c_xc_y\), and

\[
C=-\sum_{d_z<0}c_xc_y .
\]

As \(M\) decreases, the four points enter the sum in three steps, the middle two together:

| Range of \(M\) | Points with \(d_z<0\) | \(C\) |
|---|---|---|
| \(M>0\) | none | 0 |
| \(-2m<M<0\) | \((0,0)\) | −1 |
| \(-4m<M<-2m\) | also \((\pi,0),(0,\pi)\) | +1 |
| \(M<-4m\) | all four | 0 |

**Test of the count.** With \(t=m=0.5\) eV, Chern numbers were computed from products of overlaps between numerical eigenvectors on neighbouring mesh points. For \(M=0.3,-0.3,-1.3,-2.3\) eV they are \(0,-1,+1,0\), one value for each row.

**Limit of small \(|M|\).** Consider a circle around \((0,0)\) that is small on the zone scale but large enough that \(|M|\ll ta|\mathbf q|\). On it \(\cos\theta\simeq0\). For \(M>0\), \(\mathbf A'\) is regular inside, and the flux divided by \(2\pi\) is \(+\frac12\). For \(M<0\), \(\mathbf A\) is the regular choice and gives \(-\frac12\). The total is 0 or \(-1\), so the rest of the zone supplies \(-\frac12\) in both cases. A sign change of \(M\) thus changes \(C\) by one unit, although the Dirac region alone carries half-integers.

## Integrating over the slices

The condition \(2m>t_z(1-\cos k_0a)\) keeps \(M>-2m\), so only the first two rows occur. For \(|k_z|<k_0\), \(\cos k_za>\cos k_0a\), hence \(M<0\) and \(C=-1\). For \(|k_z|>k_0\), \(M>0\) and \(C=0\). Therefore

\[
\sigma_{xy}=-\frac{e^2}{h}\,\frac{1}{2\pi}\,(-1)(2k_0)=\frac{e^2}{2\pi h}\,\Delta k .
\]

**Behaviour at a node.** With \(\mathbf q\) measured from \((0,0,\pm k_0)\),

\[
\mathbf d\simeq(taq_x,\;taq_y,\;\pm t_za\sin(k_0a)\,q_z).
\]

Here \(\mathbf n\) depends only on the direction of \(\mathbf q\), so two derivatives give \(\Omega\propto1/q^2\). The volume element \(q^2dq\) makes this integrable, and a ball of radius \(q\) contributes at most an amount proportional to \(q\). The Chern number changes by \(+1\) on crossing \(+k_0\) upwards and by \(-1\) on crossing \(-k_0\). These steps are the Weyl charges of the nodes, in units of \(2\pi\) of Berry flux.

**Limits in the separation.** As \(k_0\to0\), the nodes meet, the range of slices with nonzero Chern number shrinks to nothing, and \(\sigma_{xy}\to0\). As \(k_0a\to\pi\), with \(m>t_z\) so that the condition still holds, \(\sigma_{xy}\to e^2/(ha)\). This is one quantum \(e^2/h\) per lattice layer, as in a stack of quantum Hall layers.

## Worked numbers

Choose the round values \(a=0.5\) nm, \(t=t_z=m=0.5\) eV and \(k_0a=1\). On the lines \((\pi,0)\) and \((0,\pi)\) the smallest \(d_z\) is 0.770 eV, so there are no extra nodes. The separation is \(\Delta k=2/(0.5\ {\rm nm})=4\ {\rm nm}^{-1}=4\times10^7\ {\rm cm}^{-1}\), and

\[
\sigma_{xy}=\frac{(3.874\times10^{-5}\ {\rm S})(4\times10^7\ {\rm cm}^{-1})}{2\pi}=246.6\ {\rm S/cm},
\]

or \(2.466\times10^4\) S/m. The slices at \(k_za=0\) and 0.8 have \(C=-1\); those at 1.2 and \(\pi\) have \(C=0\).

As a test of the whole chain, \(\Omega\) was computed from numerical eigenvectors and integrated over the three-dimensional zone. This also gives 246.6 S/cm. With the other parameters held fixed, \(k_0a=0.5,\,1.5,\,2.0\) give 123.3, 369.9 and 493.3 S/cm, in agreement with the law. Together with the case \(k_0a=1\), the values stand in the ratio \(1:2:3:4\).

## Generalization: the same node positions, another conductivity

Suppose a two-node model, with a gap in every slice that contains no node, has Chern number \(C_{\rm in}\) between the nodes and \(C_{\rm out}\) outside. Splitting the integral gives

\[
\sigma_{xy}=-\frac{e^2}{2\pi h}\left[C_{\rm out}\frac{2\pi}{a}+(C_{\rm in}-C_{\rm out})\Delta k\right].
\]

The second term is fixed by the node charges and positions. The first is a quantized background that they do not determine.

Reversing the sign of \(t_z\) changes both terms. The zeros of \(M\) stay at \(\pm k_0\), but now \(M<0\) outside the pair, and the two nodes exchange their charges. The minimum of \(M\) is \(-|t_z|(1+\cos k_0a)\), so extra nodes are excluded if \(2m>|t_z|(1+\cos k_0a)\). Then \(C_{\rm out}=-1\), \(C_{\rm in}=0\), and

\[
\sigma_{xy}=\frac{e^2}{2\pi h}\left(\frac{2\pi}{a}-\Delta k\right).
\]

In the example \(e^2/(ha)=774.8\) S/cm, so this is \(774.8-246.6=528.2\) S/cm. The numerical zone integral gives the same value. In this variant, the conductivity falls as \(k_0\) grows. At \(k_0a=\pi/2\) it equals that of the original model, because the slices inside and outside the pair then fill equal parts of the zone. Agreement at that one separation does not show which slices carry the response.

To see the background alone, reverse the sign of \(d_x\) as well. This reverses every winding of \(\varphi\), so \(C_{\rm out}=+1\) and \(C_{\rm in}=0\). The nodes now have both their original positions and their original charges, yet the conductivity is \(-528.2\) S/cm. It differs from the original 246.6 S/cm by \(-774.8\) S/cm, which is the background term.

## Generalization: a scalar band term

Add \(w\gamma\) times the unit matrix. The eigenvectors and \(\Omega\) do not change, and since \(\gamma=0\) at the nodes, these stay at zero energy. The bands become \(w\gamma\pm|\mathbf d|\), so the occupation can change.

Consider the point \(k_xa=k_ya=\pi\), \(k_z=k_0\), where \(\gamma=4\) and \(|\mathbf d|=4m=2\) eV. For \(w=0.3\) eV, the lower band lies at \(1.2-2=-0.8\) eV and is filled. For \(w=1.0\) eV, it lies at \(4-2=+2\) eV and is empty, although the Fermi level is still at the nodes.

With \(w=0.3\) eV the lower band was below zero at all sampled points, and the law is unaffected. With \(w=1.0\) eV the intrinsic value drops to about 102 S/cm, 59% below the law. The sharp Fermi surface makes this integral sensitive to the mesh, at the level of 0.3 S/cm. The emptied states had carried the missing 145 S/cm.

This is an extreme case, because the lower band is now empty in 81% of the zone. With one electron per cell, the Fermi level would lie near 1.41 eV; keeping it at the nodes means removing most of the electrons. The example shows that a Fermi level at the nodes is insufficient when another Fermi surface exists.

## Small offset and temperature

Return to \(w=0\) and put the Fermi level at \(\mu\). Exchanging \(|+\rangle\) and \(|-\rangle\) turns \(\langle\partial_x-|+\rangle\langle+|\partial_y-\rangle\) into its complex conjugate, so the upper band has curvature \(-\Omega\). States with \(|\mathbf d|<|\mu|\) are filled in both bands or empty in both, and contribute nothing. Their share must be removed from the integral.

In a slice near a node, the removed region is a disc around \((0,0)\). With the regular connections used above, its flux divided by \(2\pi\) is

\[
R=\tfrac12({\rm sgn}M-\cos\theta_b),
\]

where \(\theta_b\) is the polar angle at the edge. Let \(p=a\sqrt{k_x^2+k_y^2}\). On the edge \(|\mathbf d|=|\mu|\), so \(p^2\simeq(\mu^2-M^2)/t^2\), while \(d_z\simeq M+mp^2/2\). Hence

\[
R\simeq\tfrac12\left[{\rm sgn}M-\frac{M}{|\mu|}-\frac{m(\mu^2-M^2)}{2t^2|\mu|}\right].
\]

Write \(s=\sin k_0a\), \(c_0=\cos k_0a\) and \(\delta=(k_z-k_0)a\). Inverting \(M\simeq t_z(s\delta+c_0\delta^2/2)\) gives

\[
d\delta\simeq\frac{dM}{t_zs}\left(1-\frac{c_0M}{t_zs^2}\right).
\]

Integrate over \(-|\mu|<M<|\mu|\). The first two terms of \(R\) are odd and cancel at leading order. This is the linear cone, whose curvature is odd about the node. The next order needs \(\int(|M|-M^2/|\mu|)dM=\mu^2/3\) and \(\int(\mu^2-M^2)dM=4|\mu|^3/3\):

\[
\int R\,d\delta=-\frac{\mu^2}{t_zs}\left[\frac{c_0}{6t_zs^2}+\frac{m}{3t^2}\right].
\]

The other node gives the same, since \(M\) is even in \(k_z\). Subtracting both from \(\int C\,d(k_za)=-2k_0a\) and dividing by \(-2k_0a\) gives \(\sigma_{xy}/\sigma_0=1-B\mu^2\), where \(\sigma_0\) is the value at the nodes and

\[
B=\frac{1}{k_0a\,t_zs}\left[\frac{c_0}{6t_zs^2}+\frac{m}{3t^2}\right].
\]

At temperature \(T\), the conductivity is the zero-temperature function averaged over energy \(\varepsilon\) with weight \(-\partial f/\partial\varepsilon\), where \(f\) is the Fermi function. With \(x=(\varepsilon-\mu)/k_BT\), the variance of \(x\) is \(4\sum_{n\ge1}(-1)^{n+1}/n^2=\pi^2/3\). Thus \(\mu^2\) becomes \(\mu^2+\pi^2(k_BT)^2/3\):

\[
\frac{\sigma_{xy}}{\sigma_0}\simeq1-B\left[\mu^2+\frac{\pi^2}{3}(k_BT)^2\right].
\]

Here \(B=2.19\ {\rm eV}^{-2}\). At 300 K, \(k_BT=25.85\) meV, and the formula gives a reduction of 0.48%; the zone integral gives 0.50%, or 245.4 S/cm. Adding \(\mu=50\) meV gives 1.03% and 1.08%, respectively, with an integrated value of 244.0 S/cm.

At 100 K and \(\mu=0\), the reductions are 0.0535% from the formula and 0.0567% from the integral. This relative mismatch of 6% exceeds the one at 300 K, whereas omitted fourth-order terms should matter less at lower temperature. The cause is the mesh: the two reductions differ by only 3 parts in \(10^5\) of \(\sigma_0\), and with points packed more densely around the nodes the integral gives 0.0536%, in agreement with the formula.

## Field strength and real magnetic Weyl metals

The adiabatic step fails where \(|c|\sim1\). Take an in-plane field and a point displaced from a node by \(q\) within the plane \(k_z=\pm k_0\), where the slope is \(ta\). There the gap is \(2taq\) and the largest \(|\langle+|\partial_y-\rangle|\) is \(1/(2q)\). Thus \(|c|\sim eE/(4taq^2)\), and the critical radius is

\[
q_E=\sqrt{\frac{eE}{4ta}} .
\]

For \(E=1\) V/cm this is \(3.2\times10^{-4}\ {\rm nm}^{-1}\), or \(8\times10^{-5}\) of the node separation. Along \(k_z\) the cone is less steep, which makes the radius 19% larger in the example. The radius vanishes as \(E\to0\), and so does the curvature integral inside it. This supports the linear response but does not prove it: electrons that pass close to a node can tunnel to the upper band and stay there until they scatter, and the estimate does not follow them.

The lattice constant and hoppings used here are round values chosen for illustration. They are not fitted to a compound, so 246.6 S/cm is not a prediction for one. A real material can have several node pairs, nodes away from the Fermi level, and additional Fermi pockets. Pockets break the filled-band assumption, and the resulting shift depends on the bands of the material. The 59% found above belongs to a lower band that was mostly empty, not to a small pocket. Disorder scattering, interactions and the weakening of magnetic order with temperature are also left out, so the small thermal correction found here applies to a fixed band structure.

## Values computed for the example and the checks

```
lattice constant a = 0.50 nm
t = 0.50 eV, tz = 0.50 eV, m = 0.50 eV
node position k0*a = 1.00 (dimensionless)
node separation 2*k0 = 4.000 1/nm
smallest mass on the lines (pi,0),(0,pi) = 0.7702 eV
anomalous velocity / sweep rate, evolved = 0.7281 eV
anomalous velocity / sweep rate, formula = 0.7273 eV
  (both with hbar = 1 and k*a as momentum: pure numbers times a)
Chern number of slice kz*a = 0.000: -1
Chern number of slice kz*a = 0.800: -1
Chern number of slice kz*a = 1.200: 0
Chern number of slice kz*a = 3.142: 0
Chern number at M = 0.3 eV: 0
Chern number at M = -0.3 eV: -1
Chern number at M = -1.3 eV: 1
Chern number at M = -2.3 eV: 0
e^2/h = 3.874046e-05 S
e^2/(h a) = 774.809 S/cm
sigma_xy, law = 246.629 S/cm
sigma_xy, curvature integral = 246.629 S/cm
k0*a = 0.5: integral 123.31, law 123.31 S/cm
k0*a = 1.5: integral 369.94, law 369.94 S/cm
k0*a = 2.0: integral 493.26, law 493.26 S/cm
tz reversed: integral 528.18, complement law 528.18 S/cm
scalar term without pockets: w = 0.3 eV
scalar term with pockets: w = 1.0 eV, sigma_xy = 101.7 S/cm
coefficient B = 2.1891 1/eV^2
100 K, mu = 0 meV: reduction 0.0567 %, formula 0.0535 %
100 K, mu = 20 meV: reduction 0.1429 %, formula 0.1410 %
kB*T at 300 K = 25.85 meV
sigma_xy at 300 K, mu = 0: 245.40 S/cm
reduction at 300 K, mu = 0: 0.498 %, formula 0.481 %
sigma_xy at 300 K, mu = 50 meV: 243.97 S/cm
reduction at 300 K, mu = 50 meV: 1.077 %, formula 1.029 %
field = 1.0 V/cm, nonadiabatic radius = 3.162e-04 1/nm
nonadiabatic radius / node separation = 7.91e-05
```
